\section*{Atom recombination and molecular dissociation on a wall in thermal equilibrium}

\section*{The problem}

A wall at temperature $T$ faces a gas of atoms A and homonuclear molecules A$_2$ with number densities $n_A$ and $n_{A_2}$. Atoms that strike the wall may return free or leave inside a molecule; molecules that strike it may return whole or in pieces. Two probabilities describe this traffic. Each atom is followed by its nucleus, from its arrival from the gas to its next departure into the gas.

\begin{itemize}
\item $\gamma$, the recombination probability, is the fraction of incident free atoms that leave inside molecules.
\item $\delta$, the dissociation probability, is half the mean number of atoms of an incident molecule that leave as free atoms.
\end{itemize}

Both count one-way traffic. At equilibrium the net loss of atoms is zero, while $\gamma$ is not. Nor is $\delta$ the probability of dissociative adsorption, since adsorbed fragments may recombine before they leave.

In parts (a) to (e) gas and wall are in complete equilibrium at one temperature. The gas is ideal, and no magnetic field, discharge or other driving acts.

\section*{(a) How many particles strike the wall?}

\emph{Find the flux of a species of mass $m$ and density $n$, and compare the mean speeds of atoms and molecules.}

\textbf{Solution.} Let $v$ be the velocity component towards the wall. Particles with $v>0$ arrive at a rate $nv$ per unit area, weighted by the Maxwell distribution:
\begin{align}
J&=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
 =n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}\nonumber\\
 &=n\sqrt{\frac{kT}{2\pi m}}=\frac{n\bar v}{4},\qquad
 \bar v=\sqrt{\frac{8kT}{\pi m}} .
\end{align}
A molecule has twice the mass of an atom, so at the same temperature $\bar v_{A_2}=\bar v_A/\sqrt2$.

\section*{(b) What does reversibility say about the wall?}

\emph{Show that passages ``in as a free atom, out in a molecule'' are as frequent as passages in the opposite sense. Why is a steady state not enough?}

\textbf{Solution.} Take wall and gas together as one closed system with classical nuclear motion and an energy $H$ that is unchanged when all momenta are reversed. Draw a plane just outside the range of the wall forces, so close that gas-phase reactions between plane and wall can be neglected. Observe the system for a time $\tau$.

Let $X$ be the initial point in phase space and $X_\tau$ the point reached after $\tau$. Reverse all momenta of $X_\tau$ and call the result $X'$. Motion started from $X'$ runs through the original history backwards. The map from $X$ to $X'$ has two properties:
\begin{itemize}
\item it preserves phase-space volume, because the motion does (Liouville's theorem) and momentum reversal does;
\item it preserves $H$, and so the equilibrium weight $e^{-H/kT}$.
\end{itemize}
Every history therefore has a reversed history of equal weight. In it, an inward crossing of the plane becomes an outward one, and a nucleus that entered free and left bound now enters bound and leaves free. The mean numbers of the two kinds of passage in time $\tau$ are equal. Dividing by $\tau$ and the area, with $\tau$ much longer than the residence time on the wall, makes passages cut off at the ends of the interval negligible.

The first kind occurs at the rate $\gamma J_A$ per unit area. The second occurs at the rate $2\delta J_{A_2}$, because a molecule supplies on average $2\delta$ free atoms. Hence
\begin{equation}
\gamma J_A=2\delta J_{A_2}. \label{eq:balance}
\end{equation}

Hydrogen nuclei do not vibrate classically, and part (e) uses quantized molecular levels. In quantum mechanics time reversal makes the probability of a transition equal to that of the reversed transition. This gives the same balance, provided that exchange of identical nuclei can be neglected, so that each nucleus can still be followed.

A steady state alone requires that the total production of atoms vanish. The wall could then consume atoms that a discharge produces in the volume. Reversibility at equilibrium is stronger, because it balances the wall route by itself.

\section*{(c) What is the relation between the probabilities?}

\emph{Express $\delta$ through $\gamma$ and the densities. What limits and density dependence follow?}

\textbf{Solution.} Solve (\ref{eq:balance}) for $\delta$ and insert the fluxes from (a):
\begin{equation}
\delta=\frac{\gamma}{2}\,\frac{n_A\bar v_A/4}{n_{A_2}\bar v_{A_2}/4}
=\frac{\gamma}{2}\,\frac{n_A}{n_{A_2}}\sqrt2
=\frac{\gamma\,n_A}{\sqrt2\,n_{A_2}} . \label{eq:main}
\end{equation}
The factor $1/2$ comes from two atoms per molecule, and $\sqrt2$ from the higher speed of the atoms. The densities are those of equilibrium at the wall temperature.

A molecule can release at most two of its own atoms, so $\delta\le1$ and
\begin{equation}
\gamma\le\frac{\sqrt2\,n_{A_2}}{n_A}. \label{eq:bound}
\end{equation}
This restricts $\gamma$ when the equilibrium gas is strongly dissociated.

In an ideal gas $K=n_A^2/n_{A_2}$ depends on temperature alone, as part (e) shows. With $n_A/n_{A_2}=K/n_A$,
\begin{equation}
\frac{\delta}{\gamma}=\frac{K}{\sqrt2\,n_A}. \label{eq:K}
\end{equation}
At fixed temperature $\gamma$ and $\delta$ therefore cannot both be independent of density.

\section*{(d) How does a surface mechanism satisfy the relation?}

\emph{Consider adsorption sites of density $N_s$ with mean coverage $\theta$. Adsorbed atoms hop between sites so fast that they mix completely before they react or leave, and occupation is uncorrelated. Allow three reversible processes: adsorption of an atom, pick-up of an adsorbed atom by a gas atom, and recombination of two adsorbed atoms. Find $\gamma$ and $\delta$.}

\textbf{Solution.} Let $a=J_A/N_s$ and $b=J_{A_2}/N_s$ be the impact rates per site. At equilibrium each process balances its reverse:
\begin{align}
R_1&=s_Aa(1-\theta)=\nu\theta,\\
R_2&=pa\theta=qb(1-\theta),\\
R_3&=\kappa\theta^2=s_Mb(1-\theta)^2 .
\end{align}
Here $s_A$, $p$, $q$ and $s_M$ are probabilities per impact on suitable sites, $\nu$ is the atomic desorption rate, and $\kappa\theta^2$ is the number of pair recombinations per site and time.

The reverse coefficients are not free. The first line gives $\theta/(1-\theta)=s_Aa/\nu$, and the other two then give
\begin{equation}
q=\frac{p\,s_A}{\nu}\frac{a^2}{b},\qquad
\kappa=\frac{s_M\nu^2}{s_A^2}\frac{b}{a^2}. \label{eq:coeff}
\end{equation}
Since $a^2/b$ is proportional to $n_A^2/n_{A_2}=K$, both depend on temperature and not on density.

An adsorbed atom leaves free at the rate $\nu$, is picked up at the rate $pa$, and recombines with a neighbour at the rate $2\kappa\theta$, because each pair event removes two atoms. The fraction of adsorbed atoms that leave in molecules is
\begin{equation}
f=\frac{pa+2\kappa\theta}{\nu+pa+2\kappa\theta}
 =\frac{R_2+2R_3}{R_1+R_2+2R_3}, \label{eq:f}
\end{equation}
where the second form follows on multiplying numerator and denominator by $\theta$.

An incident atom can end in a molecule in two ways. It picks up a partner at once, or it adsorbs and later leaves in a molecule with probability $f$:
\begin{equation}
\gamma=p\theta+s_A(1-\theta)f. \label{eq:gamma}
\end{equation}
In the reverse of pick-up, a molecule frees one atom at once, and its other atom leaves free with probability $1-f$; the mean number is $2-f$. After dissociative adsorption on two sites, fast mixing separates the fragments, and the mean number is $2(1-f)$. Without mixing, fragments side by side would recombine with each other more often than $f$ says; $\gamma$ and $\delta$ would change, but (\ref{eq:balance}) would still hold. Half the sum is
\begin{equation}
\delta=\tfrac12q(1-\theta)(2-f)+s_M(1-\theta)^2(1-f). \label{eq:delta}
\end{equation}

Multiplying by the impact rates gives $\gamma a=R_2+R_1f$ and $2\delta b=R_2(2-f)+2R_3(1-f)$. Their difference is
\begin{align}
2\delta b-\gamma a&=R_2(1-f)+2R_3(1-f)-R_1f\nonumber\\
&=(R_2+2R_3)-f(R_1+R_2+2R_3)=0
\end{align}
by (\ref{eq:f}). This is (\ref{eq:balance}) again, for any mixture of the three processes.

\section*{(e) What are the numbers for hydrogen at a hot filament?}

\emph{Derive $K$ and evaluate the model at 2300 K and 1 Torr. Then consider a wall at 350 K.}

\textbf{Solution.} Let $z$ be a single-particle partition function per unit volume, with the energy of two separated atoms as common zero. For an ideal gas $n=z\,e^{\mu/kT}$, and equilibrium requires $\mu_{A_2}=2\mu_A$. The chemical potentials cancel in $n_A^2/n_{A_2}=z_A^2/z_{A_2}$. With $\lambda=h/\sqrt{2\pi m_AkT}$, a hydrogen atom has $z_A=4/\lambda^3$, since electron and nuclear spin give $2\times2$ states. Doubling the mass multiplies the translational factor by $2^{3/2}$, so
\begin{equation}
K=\frac{(4/\lambda^3)^2}{2^{3/2}Z/\lambda^3}=\frac{4\sqrt2}{\lambda^3Z},\qquad
Z=\sum_{v,J}g_J(2J+1)e^{-E_{vJ}/kT}.
\end{equation}
The nuclear-spin weight $g_J$ is 1 for even and 3 for odd $J$, and bound levels have $E_{vJ}<0$.

The levels were found by diagonalizing the radial Hamiltonian on a grid, with an H$_2$ potential curve from full configuration interaction in the cc-pVTZ basis. This treats the two electrons completely within that basis. It omits the effect of a larger basis, relativity and corrections to the Born--Oppenheimer separation. The dissociation energy from the lowest level is 4.43 eV, and $K=3.77\times10^{14}$ cm$^{-3}$ at 2300 K. Three digits are carried only so that the arithmetic can be followed; larger bases alone lower the density ratio by 9\% to 13\%, as part (f) shows.

The total density is $n=p_{\rm gas}/kT=4.20\times10^{15}$ cm$^{-3}$. Inserting $n_{A_2}=n_A^2/K$ into $n_A+n_{A_2}=n$ gives $n_A^2+Kn_A-Kn=0$, whose positive root is
\begin{equation}
n_A=\tfrac12\left(-K+\sqrt{K^2+4Kn}\right)=1.08\times10^{15}\ {\rm cm^{-3}}.
\end{equation}
Then $n_{A_2}=3.11\times10^{15}$ cm$^{-3}$ and $n_A/n_{A_2}=0.348$.

For the surface take $N_s=10^{15}$ cm$^{-2}$, $s_A=0.5$, $s_M=0.3$, $p=0.05$ and $\nu=10^{13}\,{\rm s^{-1}}\,e^{-3.0\,{\rm eV}/kT}=2.67\times10^6$ s$^{-1}$. The fluxes are $J_A=1.88\times10^{20}$ and $J_{A_2}=3.83\times10^{20}$ cm$^{-2}$ s$^{-1}$, so $a=1.88\times10^5$ and $b=3.83\times10^5$ s$^{-1}$. Equation (\ref{eq:coeff}) gives $q=8.68\times10^{-4}$ and $\kappa=9.23\times10^7$ s$^{-1}$. The coverage follows from $\theta/(1-\theta)=s_Aa/\nu=0.0353$, so $\theta=0.0341$, and (\ref{eq:f}) gives $f=0.702$. Therefore
\begin{align}
\gamma&=0.05(0.0341)+0.5(0.9659)(0.702)=0.341,\\
\delta&=\frac{0.341\times0.348}{\sqrt2}=0.084 .
\end{align}
Following the molecules with (\ref{eq:delta}) gives the same $\delta$. The probability of dissociative adsorption on two sites is much larger, $s_M(1-\theta)^2=0.28$; most of the fragments recombine before leaving.

With temperature and surface coefficients held fixed, the equilibrium pressure changes the probabilities as follows.

\begin{center}
\begin{tabular}{cccc}
Pressure (Torr) & $n_A/n_{A_2}$ & $\gamma$ & $\delta$\\
0.01 & 9.89 & 0.040 & 0.276\\
0.1 & 1.50 & 0.179 & 0.190\\
1 & 0.348 & 0.341 & 0.084\\
10 & 0.099 & 0.399 & 0.028
\end{tabular}
\end{center}

At low pressure few atoms arrive, so $\theta$ tends to zero. Adsorbed atoms, once separated by fast mixing, then find no partners, and $f$ tends to zero as well. Equations (\ref{eq:gamma}) and (\ref{eq:delta}) then give $\gamma\to0$ and $\delta\to s_M+q$. At 0.01 Torr the limit (\ref{eq:bound}) is 0.143, so no wall in equilibrium with this gas can have $\gamma=0.2$.

\emph{The cool wall.} At 350 K and 1 Torr the same computation gives $n_A/n_{A_2}\approx7\times10^{-29}$. Only the order of magnitude is significant. The ratio is close to $\sqrt{K/n}$, so a well deeper by 0.032 eV, the change found with a larger basis in part (f), multiplies it by $e^{-0.032\,{\rm eV}/2kT}\approx0.6$. The shift of about 0.05 eV to the basis limit gives a factor between 0.4 and 0.5. For a chosen $\gamma=10^{-3}$,
\begin{equation}
\delta\approx\frac{10^{-3}\times7\times10^{-29}}{\sqrt2}\approx5\times10^{-32}.
\end{equation}
Suppose instead that a discharge maintains $n_A/n_{A_2}=0.1$ and that this ratio is put into (\ref{eq:main}). The result, $7\times10^{-5}$, is too large as an equilibrium value by 27 orders of magnitude. The discharge supplies the energy for its atoms; the cool wall does not.

\section*{(f) What survives outside equilibrium?}

\emph{Let the gas densities differ from equilibrium while wall and incident particles keep the temperature $T$. When can the relation still be used?}

\textbf{Solution.} In this model $s_A$, $s_M$, $p$, $q$, $\nu$ and $\kappa$ keep their values, but the coverage must be found from the steady balance
\begin{align}
&s_Aa(1-\theta)+qb(1-\theta)+2s_Mb(1-\theta)^2\nonumber\\
&\qquad=\nu\theta+pa\theta+2\kappa\theta^2 . \label{eq:steady}
\end{align}
The first form of $f$ in (\ref{eq:f}), with (\ref{eq:gamma}) and (\ref{eq:delta}), remains valid. The separate balances do not, and with them goes (\ref{eq:main}).

\emph{Fast exchange with gas atoms.} Suppose that $s_Aa(1-\theta)$ and $\nu\theta$ far exceed the other terms in (\ref{eq:steady}). To leading order $\theta/(1-\theta)=s_Aa/\nu$, which depends on $n_A$ and not on $n_{A_2}$. The same holds for $f$, $\gamma$ and $\delta$. They equal their values in an equilibrium gas with the same $n_A$, whose molecular density would be $n_A^2/K$. Thus
\begin{equation}
\delta\simeq\frac{\gamma K}{\sqrt2\,n_A}
\end{equation}
holds with the actual atom density, whatever the molecular density, as long as the molecular terms stay small. The condition also makes $f$ small. The filament model, with $f=0.70$, does not meet it.

\emph{Too many atoms.} Triple $n_A$ in the filament example and hold $T$ and $n_{A_2}$ fixed. A stochastic simulation of the three processes on 1000 sites, with complete mixing and each adsorbed atom labelled by its origin, gives $\gamma=0.36$ and $\delta=0.068$. Equation (\ref{eq:main}) with the actual densities would give $0.36\times3\times0.348/\sqrt2=0.27$, four times too much. The density ratio has tripled, while $\gamma$ has risen slightly and $\delta$ has fallen.

\emph{No incident atoms.} Set $a=0$ at the same $n_{A_2}$. Solving (\ref{eq:steady}) gives $\delta=0.098$, about 16\% above the equilibrium value. The coverage is lower, so fewer fragments recombine.

\emph{The real filament.} The surface coefficients are round model values, so $\gamma=0.34$ is no prediction for a particular metal. A hot filament in a cooler vessel also breaks the assumption of a single temperature. For molecules of assumed collision diameter 0.27 nm, the mean free path $kT/(\sqrt2\,\pi d^2p_{\rm gas})$ at 2300 K and 1 Torr is about 0.7 mm, comparable with an assumed filament diameter of 0.5 mm. Many molecules therefore arrive from cooler gas. If dissociative adsorption needed a normal kinetic energy of at least $E_b$, the integral of part (a), started at that energy, would give the passing fraction $e^{-E_b/kT_{\rm gas}}$. For an assumed $E_b=0.1$ eV, gas at an assumed 1200 K, chosen for illustration, instead of 2300 K reduces adsorption per impact by the factor 0.63.

Two further errors act on the equilibrium ratio $n_A/n_{A_2}$ at fixed pressure. A filament 50 K hotter multiplies it by 1.34. The cc-pVQZ basis deepens the H$_2$ well by 0.032 eV and multiplies the ratio by 0.91. This is not yet converged: cc-pV5Z deepens the well by 0.041 eV and gives 0.89, and extrapolation to the basis limit gives about 0.05 eV and 0.87. The dissociation energy is then about 4.48 eV, $K$ about $3.0\times10^{14}$ cm$^{-3}$ and the ratio at 1 Torr about 0.30. At a prescribed $\gamma$, $\delta$ changes by the same factors.
